**Q:** I am told that the overlap of two Slater determinants can be found from one small determinant. I doubt it. A state of \(N\) fermions in \(M\) modes has an amplitude for every way of choosing \(N\) occupied modes. How can an \(N\times N\) matrix know about all of them? Before you answer, say what the states are.

**A:** Take \(M\) orthonormal one-particle modes, for instance the sites of a lattice, with spin included in the label if there is any. The operator \(c_i^\dagger\) creates a fermion in mode \(i\), and

\[
\{c_i,c_j^\dagger\}=\delta_{ij},\qquad \{c_i^\dagger,c_j^\dagger\}=0,\qquad c_i|0\rangle=0,\qquad \langle 0|0\rangle=1 ,
\]

where \(\{a,b\}=ab+ba\). The first relation is where orthonormality of the modes enters.

An orbital is a combination of modes. Collect \(N\) orbitals as the columns of a complex \(M\times N\) matrix \(\Phi\), and define

\[
|\Phi\rangle=\varphi_1^\dagger\varphi_2^\dagger\cdots\varphi_N^\dagger|0\rangle,\qquad \varphi_k^\dagger=\sum_{i=1}^{M}\Phi_{ik}\,c_i^\dagger .
\]

A second matrix \(\Psi\) of the same shape defines \(|\Psi\rangle\) with the same order of operators. The columns need not be orthogonal or normalized. We want \(\langle\Psi|\Phi\rangle\).

**Q:** I see a product of operators, not a determinant.

**A:** The determinants appear when the state is expanded in occupation-number configurations. For a set \(I=\{i_1<i_2<\dots<i_N\}\) of occupied modes, let

\[
|I\rangle=c_{i_1}^\dagger c_{i_2}^\dagger\cdots c_{i_N}^\dagger|0\rangle .
\]

The increasing order fixes the sign of each configuration once and for all.

**Q:** You will want these to be orthonormal. Show it.

**A:** Use the number operator \(n_i=c_i^\dagger c_i\). Moving it past a creation operator gives

\[
n_ic_j^\dagger=c_i^\dagger(\delta_{ij}-c_j^\dagger c_i)=\delta_{ij}c_i^\dagger+c_j^\dagger c_i^\dagger c_i=c_j^\dagger n_i+\delta_{ij}c_j^\dagger ,
\]

where the second equality uses \(-c_i^\dagger c_j^\dagger=c_j^\dagger c_i^\dagger\). Move \(n_i\) through the whole string in \(|I\rangle\) until it meets the vacuum, where \(n_i|0\rangle=0\). One copy of \(|I\rangle\) is left behind if \(i\) belongs to \(I\), and nothing otherwise. So \(n_i|I\rangle\) equals \(|I\rangle\) or zero.

If \(I\) and \(J\) differ, some mode \(i\) is occupied in one and empty in the other. Say it is occupied in \(I\). Since \(n_i\) is Hermitian, \(\langle I|J\rangle=\langle I|n_i|J\rangle=0\). The other case is the same with the roles exchanged.

For the norm, write \(|I\rangle=c_{i_1}^\dagger|I'\rangle\), where \(I'\) lacks \(i_1\). Then

\[
\langle I|I\rangle=\langle I'|c_{i_1}c_{i_1}^\dagger|I'\rangle=\langle I'|(1-n_{i_1})|I'\rangle=\langle I'|I'\rangle .
\]

Repeating this removes all the particles and ends at \(\langle0|0\rangle=1\). Hence \(\langle I|J\rangle=\delta_{IJ}\). The orthogonality argument also covers sets of different size, so states with different particle numbers have zero overlap.

**Q:** Now expand \(|\Phi\rangle\). Start with two particles, so that I can follow the signs.

**A:** For \(N=2\),

\[
|\Phi\rangle=\sum_{i,j}\Phi_{i1}\Phi_{j2}\,c_i^\dagger c_j^\dagger|0\rangle .
\]

Terms with \(i=j\) vanish, because \(\{c_i^\dagger,c_i^\dagger\}=0\) means \((c_i^\dagger)^2=0\). Each pair \(i<j\) occurs twice, once in each order, and \(c_j^\dagger c_i^\dagger=-c_i^\dagger c_j^\dagger\). Therefore

\[
|\Phi\rangle=\sum_{i<j}\left(\Phi_{i1}\Phi_{j2}-\Phi_{j1}\Phi_{i2}\right)c_i^\dagger c_j^\dagger|0\rangle .
\]

The bracket is the determinant of rows \(i\) and \(j\) of \(\Phi\).

**Q:** And for any \(N\)?

**A:** Multiply out the product of sums:

\[
|\Phi\rangle=\sum_{j_1,\dots,j_N}\Phi_{j_11}\Phi_{j_22}\cdots\Phi_{j_NN}\;c_{j_1}^\dagger c_{j_2}^\dagger\cdots c_{j_N}^\dagger|0\rangle .
\]

If an index is repeated, anticommutation brings the two equal operators side by side, at the cost of a sign, and the term vanishes. In the remaining terms the indices are distinct. They are the members of some set \(I\) in some order, \(j_k=i_{\sigma(k)}\), with \(\sigma\) a permutation of \(1,\dots,N\). Sorting the operators by exchanging neighbours gives a factor \(-1\) per exchange, and the parity of the number of exchanges is the parity of \(\sigma\):

\[
c_{i_{\sigma(1)}}^\dagger\cdots c_{i_{\sigma(N)}}^\dagger|0\rangle=\operatorname{sgn}(\sigma)\,|I\rangle .
\]

Collecting the terms that belong to each \(I\),

\[
|\Phi\rangle=\sum_I\Big[\sum_\sigma\operatorname{sgn}(\sigma)\prod_{k=1}^N\Phi_{i_{\sigma(k)}k}\Big]|I\rangle=\sum_I\det(\Phi_I)\,|I\rangle .
\]

Here \(\Phi_I\) is the \(N\times N\) matrix made of the rows of \(\Phi\) listed in \(I\), and the square bracket is the definition of its determinant. The coefficient of \(|I\rangle\) is thus a minor of \(\Phi\). It becomes the probability amplitude for finding the particles in the modes \(I\) once the state is divided by its norm.

**Q:** Then the overlap is still a long sum.

**A:** At this point it is. The amplitudes of the bra are complex conjugated, and orthonormality removes the double sum:

\[
\langle\Psi|\Phi\rangle=\sum_{I,J}\overline{\det\Psi_I}\,\det\Phi_J\,\langle I|J\rangle=\sum_I\overline{\det\Psi_I}\,\det\Phi_I .
\]

There are \(\binom MN\) terms, one for each choice of \(N\) modes out of \(M\).

**Q:** So my objection stands. I know that \(\det(AB)=\det A\,\det B\) for square matrices, but \(\Psi\) and \(\Phi\) are rectangular and have no determinants.

**A:** The rule has an extension to rectangular matrices, the Cauchy-Binet formula. Let \(A\) be \(N\times M\) and \(B\) be \(M\times N\). Then

\[
\det(AB)=\sum_I\det(A_I)\det(B_I),
\]

where \(A_I\) keeps the columns of \(A\) listed in \(I\), and \(B_I\) keeps the rows of \(B\) listed in \(I\). For \(M=N\) there is one set \(I\), and the formula becomes the rule you know.

**Q:** I would rather see that proved than be asked to accept it.

**A:** Let \(a_j\) be column \(j\) of \(A\). The matrix product \((AB)_{rk}=\sum_jA_{rj}B_{jk}\) says that column \(k\) of \(AB\) is

\[
\sum_{j=1}^{M}B_{jk}\,a_j .
\]

A determinant is linear in each of its columns, so the sum and the coefficients can be taken out of every column in turn, with a separate index for each:

\[
\det(AB)=\sum_{j_1,\dots,j_N}B_{j_11}B_{j_22}\cdots B_{j_NN}\,\det[a_{j_1},a_{j_2},\dots,a_{j_N}] .
\]

A determinant with two equal columns is zero, so repeated indices drop out. The others are again \(j_k=i_{\sigma(k)}\) for a set \(I\) and a permutation \(\sigma\). Exchanging two columns changes the sign of a determinant, so sorting them gives

\[
\det[a_{i_{\sigma(1)}},\dots,a_{i_{\sigma(N)}}]=\operatorname{sgn}(\sigma)\det(A_I).
\]

Insert this and collect the terms of each \(I\):

\[
\det(AB)=\sum_I\det(A_I)\sum_\sigma\operatorname{sgn}(\sigma)\prod_{k=1}^NB_{i_{\sigma(k)}k}=\sum_I\det(A_I)\det(B_I).
\]

**Q:** That is the calculation you did for \(|\Phi\rangle\), with columns in place of operators.

**A:** Yes. The string \(c_{j_1}^\dagger\cdots c_{j_N}^\dagger|0\rangle\) and the determinant \(\det[a_{j_1},\dots,a_{j_N}]\) share the two properties that were used: both vanish when an index repeats, and both change sign when two neighbours are exchanged. The Pauli principle and the algebra of determinants are the same antisymmetry here.

**Q:** Then finish the argument, and keep an eye on the complex conjugate.

**A:** Choose \(A=\Psi^\dagger\) and \(B=\Phi\). The columns \(I\) of \(\Psi^\dagger\) are the conjugated rows \(I\) of \(\Psi\), so \(A_I=(\Psi_I)^\dagger\). Transposition leaves a determinant unchanged, and conjugating every entry conjugates it, so \(\det(A_I)=\overline{\det\Psi_I}\). The Cauchy-Binet sum is then the overlap sum term by term:

\[
\boxed{\;\langle\Psi|\Phi\rangle=\sum_I\overline{\det\Psi_I}\,\det\Phi_I=\det(\Psi^\dagger\Phi)\;}
\]

No approximation has been made. The small determinant does contain every configuration, because expanding it reproduces the sum.

**Q:** The bra contains its operators in reverse order. Should that not give a sign?

**A:** The reversal is part of taking the adjoint, and it was included when we found \(\langle I|I\rangle=+1\). A sign would appear if the two kets were defined with opposite operator orders. Reversing \(N\) anticommuting operators takes \(N(N-1)/2\) exchanges of neighbours, so the overlap would gain the factor \((-1)^{N(N-1)/2}\). With one order for both states there is no such factor.

**Q:** What do the entries of \(\Psi^\dagger\Phi\) mean?

**A:** They are one-particle overlaps:

\[
(\Psi^\dagger\Phi)_{kl}=\sum_i\overline{\Psi_{ik}}\,\Phi_{il}=\langle\psi_k|\varphi_l\rangle .
\]

For \(N=1\) the formula is the ordinary inner product. For \(N=2\) it reads

\[
\langle\Psi|\Phi\rangle=\langle\psi_1|\varphi_1\rangle\langle\psi_2|\varphi_2\rangle-\langle\psi_1|\varphi_2\rangle\langle\psi_2|\varphi_1\rangle ,
\]

a direct term minus an exchange term, as expected for identical fermions.

It also shows when the overlap vanishes. A determinant is zero when some nonzero vector \(v\) satisfies \(\Psi^\dagger\Phi v=0\), and not otherwise. The vector \(\Phi v\) is a combination of the orbitals of \(\Phi\), and the condition says that it is orthogonal to every orbital of \(\Psi\). One such combination is enough to make the many-particle states orthogonal, however well the other orbitals match. If \(\Phi v\) is itself zero, the orbitals are linearly dependent and \(|\Phi\rangle\) is the zero vector.

**Q:** Let me see numbers that I can check by hand.

**A:** Put two spinless fermions on a ring of four sites. All quantities are dimensionless. Let \(\Phi\) hold two unnormalized plane waves, with phase advances \(0\) and \(\pi/2\) per site, and let \(\Psi\) hold one orbital on the bond 1-2 and one on the bond 3-4:

\[
\Phi=\begin{pmatrix}1&1\\1&i\\1&-1\\1&-i\end{pmatrix},\qquad
\Psi=\begin{pmatrix}1&0\\i&0\\0&1\\0&i\end{pmatrix}.
\]

There are \(\binom42=6\) configurations. For sites 1 and 3, for example, \(\det\Phi_I=1\cdot(-1)-1\cdot1=-2\) and \(\det\Psi_I=1\cdot1-0\cdot0=1\). The full list is:

| \(I\) | \(\det\Psi_I\) | \(\det\Phi_I\) | \(\overline{\det\Psi_I}\det\Phi_I\) |
|---|---|---|---|
| 1,2 | \(0\) | \(-1+i\) | \(0\) |
| 1,3 | \(1\) | \(-2\) | \(-2\) |
| 1,4 | \(i\) | \(-1-i\) | \(-1+i\) |
| 2,3 | \(i\) | \(-1-i\) | \(-1+i\) |
| 2,4 | \(-1\) | \(-2i\) | \(2i\) |
| 3,4 | \(0\) | \(1-i\) | \(0\) |

The configurations 1,2 and 3,4 do not contribute, because \(\Psi\) puts one particle on each bond and never two on the same one. The sum is

\[
-2+(-1+i)+(-1+i)+2i=-4+4i .
\]

**Q:** And the short way?

**A:** Compute the four one-particle overlaps, conjugating the entries of \(\Psi\):

\[
\begin{aligned}
\langle\psi_1|\varphi_1\rangle&=1+(-i)(1)=1-i, &\langle\psi_1|\varphi_2\rangle&=1+(-i)(i)=2,\\
\langle\psi_2|\varphi_1\rangle&=1+(-i)(1)=1-i, &\langle\psi_2|\varphi_2\rangle&=-1+(-i)(-i)=-2 .
\end{aligned}
\]

Then

\[
\det(\Psi^\dagger\Phi)=(1-i)(-2)-2(1-i)=-4(1-i)=-4+4i ,
\]

the same number as the sum.

**Q:** Its modulus exceeds one. That cannot be a probability amplitude.

**A:** The states are not normalized. The theorem gives their norms too, by setting both matrices equal: \(\langle\Phi|\Phi\rangle=\det(\Phi^\dagger\Phi)\). This is 1 when the columns are orthonormal, since then \(\Phi^\dagger\Phi\) is the unit matrix. Here the columns within each matrix are orthogonal, with squared lengths 4 in \(\Phi\) and 2 in \(\Psi\), so

\[
\langle\Phi|\Phi\rangle=4\cdot4=16,\qquad\langle\Psi|\Psi\rangle=2\cdot2=4 .
\]

The normalized overlap is

\[
\frac{-4+4i}{\sqrt{4\cdot16}}=\frac{-4+4i}{8}=-0.5+0.5i ,
\]

and its squared modulus is \(0.25+0.25=0.5\). A system prepared in the normalized state \(\Phi\) would be found in the normalized state \(\Psi\) with probability one half.

**Q:** What if I use \(\Psi^T\) in place of \(\Psi^\dagger\)?

**A:** In this example you get zero. The second column of \(\Psi^T\Phi\) has the entries \(1+i\cdot i=0\) and \(-1+i(-i)=0\), so the determinant vanishes. That number is a genuine overlap, but of a different pair of states: it belongs to the bond orbitals with \(i\) replaced by \(-i\), and both of these are orthogonal to the second plane wave. For real \(\Psi\) the two expressions agree.

**Q:** You insisted on orthonormal modes. Atomic orbitals on neighbouring atoms overlap. Does the theorem fail there?

**A:** The formula as boxed does, but the correction is short. Let the basis functions be created by

\[
b_p^\dagger=\sum_iX_{ip}\,c_i^\dagger ,
\]

with \(c_i^\dagger\) orthonormal as before. Their overlap matrix is

\[
S_{pq}=\langle0|b_pb_q^\dagger|0\rangle=\sum_{i,j}\overline{X_{ip}}X_{jq}\langle0|c_ic_j^\dagger|0\rangle=\sum_i\overline{X_{ip}}X_{iq}=(X^\dagger X)_{pq},
\]

because \(\langle0|c_ic_j^\dagger|0\rangle=\delta_{ij}\). If \(\Phi\) now holds coefficients in the \(b\) basis, then

\[
\varphi_k^\dagger=\sum_p\Phi_{pk}b_p^\dagger=\sum_i(X\Phi)_{ik}c_i^\dagger ,
\]

so the matrix in the orthonormal modes is \(X\Phi\), and likewise \(X\Psi\). The theorem applied to these gives

\[
\langle\Psi|\Phi\rangle=\det\big[(X\Psi)^\dagger X\Phi\big]=\det(\Psi^\dagger S\Phi).
\]

The matrix \(S\) cannot be left out. For one pair of random complex matrices with \(M=6\) and \(N=3\), the overlap is \(-160.67-67.33i\) in orthonormal modes. With the same coefficients in a nonorthogonal basis it is \(-161.55-599.42i\). The real parts happen to be close; the imaginary parts are not. In both cases the numerical check finds the same value from the determinant and from states built with explicit fermion operators, without using determinants.

**Q:** What happens with more particles than modes?

**A:** Both sides vanish. With \(N>M\), every term in the expansion of \(|\Phi\rangle\) repeats an index, so the state is zero. On the other side, \(\Psi^\dagger\Phi\) is an \(N\times N\) matrix whose rank is at most \(M<N\), so its determinant is zero.

**Q:** Six configurations were no burden. Is the small determinant worth the trouble?

**A:** Take \(M=40\) modes and \(N=20\) fermions. The explicit sum has

\[
\binom{40}{20}=137\,846\,528\,820
\]

terms, each with two \(20\times20\) determinants. Forming \(\Psi^\dagger\Phi\) directly takes \(N^2M=20\cdot20\cdot40=16\,000\) complex multiplications: there are \(N^2\) entries, and each is a sum over \(M\) modes. One \(20\times20\) determinant remains. Gaussian elimination finds it in a number of operations of order \(N^3\), since each of at most \(N\) pivots requires updating at most \(N^2\) entries.

This matters in ground-state auxiliary-field Monte Carlo, where the random walkers are Slater determinants and their overlaps with a trial state are needed again and again. If the trial state is one determinant, each overlap is one small determinant.

**Q:** And if the trial state is not a single determinant?

**A:** Then the boxed formula does not apply to it as a whole, because its amplitudes are in general not the minors of one matrix. If it is a combination \(|\Psi\rangle=\sum_aw_a|\Psi_a\rangle\) of determinants, linearity gives

\[
\langle\Psi|\Phi\rangle=\sum_a\overline{w_a}\,\det(\Psi_a^\dagger\Phi),
\]

with one small determinant per term. By this route the cost grows with the number of terms. A trial state with structure of its own can be cheaper. The paired state \(\frac{1}{n!}\big(\sum_{ij}F_{ij}c_{i\uparrow}^\dagger c_{j\downarrow}^\dagger\big)^n|0\rangle\) has amplitudes \((-1)^{n(n-1)/2}\det F_{IJ}\) on the configurations with spin-up modes \(I\) and spin-down modes \(J\), the spin-up operators written first. Here \(F_{IJ}\) keeps the rows \(I\) and the columns \(J\) of \(F\). Cauchy-Binet applied twice gives its overlap with a determinant of \(n\) spin-up orbitals \(U\) followed by \(n\) spin-down orbitals \(D\) as \((-1)^{n(n-1)/2}\det(U^T\overline{F}D)\), again one small determinant.

**Q:** So the configurations never went away. My mistake was to think that their amplitudes were independent.

**A:** That is the point. A general \(N\)-fermion state has \(\binom MN\) amplitudes that can be chosen freely. In a Slater determinant they are all minors of one \(M\times N\) matrix, and Cauchy-Binet uses that fact to carry out the sum. For \(N=1\) this restricts nothing, since the minors are the entries of \(\Phi\) themselves, and the same is true for \(N=M-1\), where each configuration is labelled by its one empty mode. For \(M=4\), \(N=2\) it does. Write \(d_{ij}=\Phi_{i1}\Phi_{j2}-\Phi_{j1}\Phi_{i2}\) and multiply out \(d_{12}d_{34}-d_{13}d_{24}+d_{14}d_{23}\): its twelve terms cancel in pairs, so it is zero for every \(\Phi\). The \(\det\Phi_I\) column of the table gives \(2i-4i+2i=0\). A general two-fermion state on four modes need not obey this relation. For example, \(|1,2\rangle+|3,4\rangle\) gives 1.

## Numbers as computed

```
All amplitudes, overlaps and norms are dimensionless
Ring: modes M = 4, fermions N = 2, configurations = 6
site 1: Psi row = 1.0+0.0i, 0.0+0.0i | Phi row = 1.0+0.0i, 1.0+0.0i
site 2: Psi row = 0.0+1.0i, 0.0+0.0i | Phi row = 1.0+0.0i, 0.0+1.0i
site 3: Psi row = 0.0+0.0i, 1.0+0.0i | Phi row = 1.0+0.0i, -1.0+0.0i
site 4: Psi row = 0.0+0.0i, 0.0+1.0i | Phi row = 1.0+0.0i, 0.0-1.0i
occupied 1,2: det Psi_I = 0.0+0.0i, det Phi_I = -1.0+1.0i, term = 0.0+0.0i
occupied 1,3: det Psi_I = 1.0+0.0i, det Phi_I = -2.0+0.0i, term = -2.0+0.0i
occupied 1,4: det Psi_I = 0.0+1.0i, det Phi_I = -1.0-1.0i, term = -1.0+1.0i
occupied 2,3: det Psi_I = 0.0+1.0i, det Phi_I = -1.0-1.0i, term = -1.0+1.0i
occupied 2,4: det Psi_I = -1.0+0.0i, det Phi_I = 0.0-2.0i, term = 0.0+2.0i
occupied 3,4: det Psi_I = 0.0+0.0i, det Phi_I = 1.0-1.0i, term = 0.0+0.0i
Sum over configurations = -4.0000+4.0000i
Psi^dagger Phi, row 1 = 1.0-1.0i, 2.0+0.0i
Psi^dagger Phi, row 2 = 1.0-1.0i, -2.0+0.0i
det(Psi^dagger Phi) = -4.0000+4.0000i
Overlap from Fock-space operators = -4.0000+4.0000i
Wrong value without conjugation, det(Psi^T Phi) = 0.0000+0.0000i
<Psi|Psi> = 4.0000
<Phi|Phi> = 16.0000
Normalized overlap = -0.5000+0.5000i
Normalized overlap probability = 0.5000
Random test: M = 6, N = 3, configurations = 20
Random test, Fock-space overlap = -160.670505-67.325109i
Random test, det(Psi^dagger Phi) = -160.670505-67.325109i
Nonorthogonal basis, Fock-space overlap = -161.550900-599.415018i
Nonorthogonal basis, det(Psi^dagger S Phi) = -161.550900-599.415018i
Cost example: M = 40 modes, N = 20 fermions
Configurations in the explicit sum = 137846528820
Multiplications to form Psi^dagger Phi = 16000
```
